# Domain-Wall Energies from Two-Wall Supercells: Strain References and Extrapolation

In the layer model treated below, a periodic cell of 12 layers gives a domain-wall energy of 57.888 meV per surface cell. A cell of 32 layers gives 55.928 meV. The isolated wall has 57.889 meV, so the larger cell has an error about 1700 times that of the smaller one. Both calculations subtract the bulk energy at the strain of the supercell. Apart from their size, they differ in one respect: the 12-layer cell was held at the strain of the relaxed bulk, while the 32-layer cell was free to choose its own.

Equal-strain subtraction removes the elastic energy of the domains. What it leaves depends on the mechanical condition, and the extrapolation must follow the corresponding law.

## Quantity and conventions

Consider flat 180-degree walls with the polarization parallel to the wall plane. The normal component of polarization is then zero on both sides, and the walls carry no bound charge. A periodic cell needs two walls, because the polarization must return to its initial sign. Let the cell have $N=2n$ layers, with walls $n$ layers apart in both directions around the cell.

Let $E(N,\eta)$ be the cell energy after internal relaxation at in-plane strain $\eta$, and $e_b(\eta)$ the relaxed bulk energy per layer at the same strain. Strain is measured from the relaxed bulk. The estimate per wall is

$$w_n(\eta)=\frac{E(2n,\eta)-2n\,e_b(\eta)}{2},\qquad w(\eta)=\lim_{n\to\infty}w_n(\eta).$$

The divisor 2 counts walls. It is valid because the two walls are related by reversing the polarization, which leaves the energy unchanged. With surface-cell area $A$, the wall energy per area is $\gamma=w/A$.

The model has one dimensionless polarization $p_i$ per layer:

$$E=\sum_i\left[V(p_i^2-1)^2-B\eta(p_i^2-1)+\frac K2\eta^2\right]+\frac J2\sum_i(p_i-p_{i+1})^2 .$$

All layers share $\eta$, since they are joined in the plane. The normal stress is zero and the normal strains are already eliminated. The parameters are round numbers chosen for illustration: $V=30$, $J=40$, $B=1500$ and $K=150000$ meV, with $A=0.25$ nm².

## The bulk reference

In a uniform domain the coupling term vanishes. With $s=p^2-1$, the energy per layer is $Vs^2-B\eta s+K\eta^2/2$. Setting its derivative with respect to $s$ to zero gives $s=B\eta/(2V)$, so

$$p_b^2=1+\frac{B\eta}{2V},\qquad e_b=\frac{B^2\eta^2}{4V}-\frac{B^2\eta^2}{2V}+\frac K2\eta^2=\frac{K'}2\eta^2,\qquad K'=K-\frac{B^2}{2V}.$$

The polar solution requires $p_b^2>0$. Here $K'=150000-37500=112500$ meV: the polarization responds to strain and softens the layer.

Suppose a cell is clamped at $\eta\neq0$ but $e_b(0)$ is subtracted. The error per wall is then

$$\frac{N[e_b(\eta)-e_b(0)]}{2}=\frac{NK'\eta^2}{4},$$

which grows with cell size. At $\eta=0.005$ the bulk excess is $112500\times0.005^2/2=1.406$ meV per layer. For $N=24$ the wrong reference adds $12\times1.406=16.9$ meV, turning 67.37 into 84.25 meV. No larger cell cures this error.

The correct value at this strain, 67.37 meV, still differs from 57.89 meV at zero strain. That difference is a property of the wall, and subtraction should not remove it.

## Residual interaction at clamped strain

Take $\eta=0$ and write $p_i=1-u_i$ inside a positive domain, with $u_i$ small. Stationarity of the energy requires

$$4Vp_i(p_i^2-1)+J(2p_i-p_{i+1}-p_{i-1})=0.$$

To first order $p_i(p_i^2-1)=-2u_i$, and the second bracket changes sign when written in $u$. Hence

$$8Vu_i+J(2u_i-u_{i+1}-u_{i-1})=0.$$

Inserting $u_i\propto e^{\pm\kappa i}$ gives $8V+2J(1-\cosh\kappa)=0$, or

$$\cosh\kappa=1+\frac{4V}{J}.$$

For the example $\cosh\kappa=4$ and $\kappa=2.063$, so a disturbance shrinks by a factor 0.127 per layer. An isolated wall has the tail $u=Ce^{-\kappa x}$, with $x$ the distance from its centre in layers. The amplitude $C$ depends on the nonlinear wall core and must be computed; here $C=0.939$.

To obtain the interaction, cut a domain at a layer $c$ in the linear region, at distance $a$ from one wall and $b$ from the other. Assign half of the on-site energy of $c$ to each side. Let $F_a(U)$ be the energy of the first side when $u_c=U$ is imposed and its other layers relax. These other layers are stationary, so only the explicit dependence on $U$ contributes to the derivative. The half-site energy is $2VU^2$ and the cut side has one bond to $c$, giving

$$F_a'(U)=4VU+J(U-u_{c-1}),\qquad 4V=J(\cosh\kappa-1).$$

The isolated tail has $U_a=Ce^{-\kappa a}$ and $u_{c-1}=U_ae^{\kappa}$. Therefore

$$F_a'(U_a)=JU_a(\cosh\kappa-e^\kappa)=-\sigma U_a,\qquad \sigma=J\sinh\kappa.$$

An extra displacement $\delta$ imposed at $c$ decays back towards the wall, so it adds $\delta e^{-\kappa}$ at layer $c-1$. It changes the derivative by $J\delta(\cosh\kappa-e^{-\kappa})=\sigma\delta$. Reflection of this disturbance by the wall is neglected. Integration gives

$$F_a(U)=F_a(U_a)-\sigma U_a(U-U_a)+\frac\sigma2(U-U_a)^2,$$

and the other side has the same form with $U_b=Ce^{-\kappa b}$. The total is stationary when

$$-\sigma U_a+\sigma(U-U_a)-\sigma U_b+\sigma(U-U_b)=0,$$

so $U=U_a+U_b$: the tails superpose. At this value

$$F_a+F_b=F_a(U_a)+F_b(U_b)-2\sigma U_aU_b+\frac\sigma2(U_a^2+U_b^2).$$

If either wall were isolated, the domain beyond $c$ would hold a decaying tail. By the derivative just found, that tail has energy $\int_0^{U}\sigma U'\,dU'=\sigma U^2/2$. The isolated energies are thus $F_a(U_a)+\sigma U_a^2/2$ and its counterpart for $b$. Subtracting them leaves $-2\sigma U_aU_b$. Since $a+b=m$ is the width of the gap,

$$\Delta E_{\rm gap}(m)=-2J\sinh\kappa\,C^2e^{-\kappa m}.$$

The position of the cut has dropped out. A periodic cell has two gaps and two walls, so for equal gaps

$$w_n-w\simeq-2J\sinh\kappa\,C^2e^{-\kappa n}.$$

The negative sign means attraction: each wall already reduces the polarization that the other must reverse. The prefactor is 273.3 meV. At $n=3$ the formula gives $-0.560$ meV against a computed $-0.565$ meV, a difference of about 1 percent. At $n=6$ both are $-1.148\times10^{-3}$ meV.

Two limits show how the required cell changes. For $J\ll V$, $\cosh\kappa\simeq e^\kappa/2$ and $e^{-\kappa}\simeq J/(8V)$, so very few layers suffice. For $J\gg V$, $\cosh\kappa\simeq1+\kappa^2/2$ and $\kappa\simeq\sqrt{8V/J}$; keeping $\kappa n$ fixed then needs a separation growing as $\sqrt{J/V}$. This fixes the size of the interaction but not the stability of the cell. The walls attract, so equal gaps are held only by the pinning of each wall to the lattice, and the pinning weakens quickly as the wall widens. For $J/V=5$, 8 and 12 a cell with $\kappa n\approx8$ is a saddle; the first stable cells have $n=8$, 12 and 19, or $\kappa n\approx9.5$, 11.5 and 15.

## Geometric extrapolation

The decay rate and amplitude need not be known. Let $w_1,w_2,w_3$ now denote results at three equally spaced separations, and assume a deviation that shrinks by a factor $r$ per step. With $\Delta_1=w_2-w_1$ and $\Delta_2=w_3-w_2$, we have $r=\Delta_2/\Delta_1$. The remaining increments sum to

$$w-w_3=\Delta_2(r+r^2+\cdots)=\frac{r\Delta_2}{1-r}=\frac{\Delta_2^2}{\Delta_1-\Delta_2}.$$

For $n=4,5,6$ the energies are 57.818159, 57.880388 and 57.888280 meV. Thus $\Delta_1=0.062229$, $\Delta_2=0.007892$ and $r=0.127$, as predicted by $e^{-\kappa}$. The correction is

$$\frac{0.007892^2}{0.062229-0.007892}=0.001146\ \text{meV},$$

giving $w=57.88943$ meV. These digits serve to test convergence within the model. The result is

$$\gamma=\frac{57.889\ \text{meV}}{0.25\ \text{nm}^2}=37.1\ \text{mJ/m}^2 .$$

Noise in the inputs is amplified. Differentiating the extrapolated value with respect to the three energies gives the coefficients

$$\frac{r^2}{(1-r)^2},\qquad-\frac{2r}{(1-r)^2},\qquad\frac1{(1-r)^2},$$

whose sum is 1. At $r=0.127$ the largest is 1.31. These coefficients are a linearization and hold only while the noise is small compared with $\Delta_2$, here 0.008 meV. Noise comparable to $\Delta_1-\Delta_2$ can bring the denominator close to zero and is then amplified without bound. If the noise exceeds the correction itself, 0.001 meV here, the extrapolation gains nothing over $w_3$. At $r=0.8$ they are 16, $-40$ and 25, and a wider spacing of the separations is preferable because it lowers $r$.

## Residual error at relaxed strain

The energy of a wall depends on strain, so the walls shift the strain of a free cell away from the bulk value. At fixed $\eta$ the internal coordinates are stationary, so their first-order response does not contribute to $dw/d\eta$. Differentiating the explicit strain terms and using $e_b'(0)=0$ gives

$$w'(0)=B\sum_i(1-p_i^2),$$

where the sum runs over an isolated wall. The first three layers on one side have $p=0.68346$, 0.95778 and 0.99460. They contribute $0.5329+0.0827+0.0108=0.6264$. Twice this sum times 1500 meV is 1879 meV; the farther layers bring it to 1884 meV. The derivative is positive because the wall has less polarization than the bulk, and in this model polarization favours positive strain when $B>0$.

Once the exponential interaction is negligible, the energy of a cell with free strain is, to leading order,

$$E(N,\eta)\simeq2w+2w'\eta+\frac{NK'}2\eta^2,$$

with $w$ and $w'$ taken at zero strain. Minimization gives $2w'+NK'\eta=0$, hence

$$\eta_N=-\frac{2w'}{NK'},\qquad E_{\min}\simeq2w-\frac{4w'^2}{NK'}+\frac{2w'^2}{NK'}=2w-\frac{2w'^2}{NK'}.$$

There are now two possible references. With the relaxed bulk, $e_b(0)=0$, half of $E_{\min}$ is

$$w_N^{\rm rel}\simeq w-\frac{w'^2}{NK'}.$$

With the bulk at the supercell strain, the elastic energy of the domains is removed and the wall energy at $\eta_N$ remains:

$$w_N^{\rm eq}\simeq w+w'\eta_N=w-\frac{2w'^2}{NK'}.$$

Equal-strain subtraction therefore doubles the leading error here. It correctly returns the energy of a wall at strain $\eta_N$, but that is not the strain of a wall in an infinite domain. The coefficient is $2\times1883.6^2/112500=63.1$ meV. At $N=32$ this predicts an error of $-1.97$ meV, against $55.93-57.89=-1.96$ meV. This accounts for the opening comparison.

The two references can also be combined. In this model, with exponential terms neglected, $w_N^{\rm rel}=w(\eta_N)+NK'\eta_N^2/4$ and $w_N^{\rm eq}=w(\eta_N)$. Stationarity at the actual strain reads $NK'\eta_N=-2w'(\eta_N)$. Hence

$$2w_N^{\rm rel}-w_N^{\rm eq}=w(\eta_N)+\frac{NK'}2\eta_N^2=w(\eta_N)-\eta_Nw'(\eta_N)\simeq w(0)-\frac12w''(0)\eta_N^2 .$$

The $1/N$ term has cancelled, leaving an error of order $1/N^2$. For $N=32$ the combination gives $2\times56.907-55.928=57.886$ meV, an error of about $-0.003$ meV from a single supercell.

With several cells, a quadratic in $1/N$ removes the first two powers. Its value at $1/N=0$ is a weighted sum of the data with weights

$$L_i=\prod_{j\ne i}\frac{N_i}{N_i-N_j}.$$

For $N=16,24,32$ the weights are 2, $-9$ and 8. The equal-strain data give 57.890 meV. The weights also show the price: independent energy errors of size $\epsilon$ in the three $w$ values can add to as much as $19\epsilon$.

The geometric formula fails on these data. For $w_i=w-c/N_i$ with sizes spaced by $h$, and $f_i=w_i-w$,

$$f_1f_3-f_2^2=\frac{c^2h^2}{N_1N_2^2N_3},\qquad f_1-2f_2+f_3=-\frac{2ch^2}{N_1N_2N_3}.$$

The extrapolated deviation is the ratio of these expressions, $-c/(2N_2)$: half the error of the middle cell survives. With $c=63.1$ meV and $N_2=24$ this is $-1.31$ meV. The computed result, 56.585 meV, is indeed low by 1.30 meV.

## Algorithm

```
choose wall type and in-plane strain eta
choose three equally spaced separations n

for each n:
    build 2n layers with equal gaps and the same wall type
    relax internal coordinates at fixed eta, zero normal stress
    check that two walls remain and domain centres are bulk-like
    check stability against small displacements
    relax bulk at eta with matching numerical settings
    w[n] = (E_cell - 2*n*e_bulk) / 2

D1 = w[2nd] - w[1st];  D2 = w[3rd] - w[2nd]
if D1 and D2 have equal sign and |D2| < |D1|:
    w_inf = w[3rd] + D2*D2/(D1 - D2)
    confirm the ratio D2/D1 with a fourth separation
else:
    inspect strain, wall type, bulk reference and noise
gamma = w_inf / A

if cells had to be strain-relaxed:
    use 2*w_rel - w_eq, or fit a polynomial in 1/N
```

The sign and ratio check alone does not identify an exponential, because $1/N$ data pass it too. So can data with a reference error: a bulk energy too low by 0.1 meV per layer adds 0.1 meV to both increments of the example, gives $r=0.67$, and the formula raises the error from 0.60 to 0.81 meV. A fourth point helps: a geometric sequence keeps $r$ constant, whereas for an algebraic sequence $r$ drifts towards 1.

## Cost and numerical stability

A dense Newton step for the model costs $O(N^3)$ operations. In an electronic-structure calculation with cubic scaling, the same iteration count and the same sampling, the clamped cells $N=8,10,12$ cost in proportion to $8^3+10^3+12^3=3240$. The relaxed set $N=16,24,32$ costs $50688$, about 16 times more. For these two sets the clamped calculation is cheaper and its extrapolation more accurate: the error is about $2\times10^{-6}$ meV for the geometric limit and $7\times10^{-4}$ meV for the quadratic fit to the equal-strain data. The cost ratio reflects the sizes chosen and is not a general rule.

The subtraction multiplies errors in the bulk reference. If $e_b$ is too high by $\delta$ per layer, $w_n$ is too low by $n\delta$. At $n=6$, an error of 0.1 meV per layer shifts the wall energy by 0.6 meV, far more than the interaction being extrapolated. Computing the bulk in a cell of the same length, with the same sampling and basis, allows much of the numerical error to cancel. A residual linear trend in $w_n$ is a sign of a reference mismatch.

## Failure modes

**Mixed wall types.** The stable wall in the example is centred between layers. A wall centred on a layer, where $p=0$, has 64.30 meV, or 6.41 meV more. Its forces vanish, but the two-wall cell has two unstable modes. A symmetric starting structure can stay at this saddle, since symmetric forces cannot break the symmetry. Small forces are thus insufficient evidence of a stable wall; a displacement or curvature check is needed. Mixing the two types between cells produces jumps unrelated to separation.

**Unequal gaps.** For gaps $n-d$ and $n+d$ the two exponentials add to $2e^{-\kappa n}\cosh(\kappa d)$, so equal gaps minimize the magnitude of the interaction at fixed cell size. With 16 layers, gaps of 6 and 10 give a total interaction of $-1.15\times10^{-3}$ meV, against $-3.7\times10^{-5}$ meV for 8 and 8.

**Loss of the domains.** At $n=1$ and $\eta=0$ the signs alternate. The energy per layer is $V(p^2-1)^2+2Jp^2$, whose $p^2$ coefficient is $2(J-V)$. For $J\ge V$, as here, the minimum within this pattern is $p=0$. The cell then contains no domains, and its energy cannot enter the extrapolation. For these parameters $n=2$ fails as well. The pattern $(p,p,-p,-p)$ has $p^2=1-J/(2V)=1/3$, where the on-site curvature $V(12p^2-4)$ vanishes; a uniform shift of the polarization meets no restoring force, and a small displacement collapses the cell to a single domain.

**Fixed cell length.** The model assumes zero normal stress. Suppose instead that the length is fixed at its bulk value while each wall prefers an excess length $\ell$. For layer thickness $d$ and normal stiffness $c_n$, taken with the polarization relaxed as in $K'$, the domains take up a strain $-2\ell/(Nd)$. The leading elastic cost per wall is

$$\frac12\,(NAd)\,\frac{c_n}{2}\left(\frac{2\ell}{Nd}\right)^2=\frac{Ac_n\ell^2}{Nd}.$$

This is a positive $1/N$ error, present even when the in-plane strain is clamped correctly. It is derived here but not tested numerically, since the model has no free normal strain.

**Charged walls.** If the polarization has a normal component that changes across the wall, bound charge creates fields throughout the domains. Without screening, their energy grows with domain width, and $w_n$ has no finite limit. The exponential law also relies on short-ranged forces and a stable bulk, $\kappa>0$; when strain drives the bulk polarization $p_b$ of this model towards zero, $\kappa$ falls and the required separation grows.

The complete sequences, including the comparisons with an independently solved isolated wall, are in the numerical output below.

## Computed results

```
V = 30 meV, J = 40 meV, B = 1500 meV, K = 150000 meV
surface-cell area A = 0.25 nm^2
relaxed stiffness K' = 112500 meV
isolated wall p at 0.5, 1.5, 2.5 layers: 0.68346 0.95778 0.99460
kappa = 2.06344 per layer, exp(-kappa) = 0.12702
tail amplitude C = 0.93927
interaction prefactor 2 J sinh(kappa) C^2 = 273.349 meV
isolated-wall energy w = 57.889428 meV
clamped eta=0: n, w_n (meV), w_n-w (meV), predicted (meV)
  3  57.324413  -5.650e-01  -5.601e-01
  4  57.818159  -7.127e-02  -7.115e-02
  5  57.880388  -9.040e-03  -9.037e-03
  6  57.888280  -1.148e-03  -1.148e-03
  7  57.889282  -1.458e-04  -1.458e-04
  8  57.889409  -1.852e-05  -1.852e-05
geometric limit from n=4,5,6: 57.889426 meV, error -1.75e-06 meV
wall energy gamma = 37.100 mJ/m^2
gaps 6 and 10: total interaction -1.148e-03 meV, predicted -1.148e-03 meV
gaps 8 and 8: total interaction -3.704e-05 meV
strain derivative w' = 1883.599 meV, finite difference 1883.598 meV
relaxed strain: N, eta_N, equal-strain w, relaxed-bulk w (meV)
  16  -0.002078  53.98753  55.93156
  24  -0.001389  55.27888  56.58117
  32  -0.001043  55.92813  56.90713
quadratic 1/N limit, equal-strain data: 57.89015 meV
quadratic 1/N limit, relaxed-bulk data: 57.88957 meV
geometric formula on equal-strain data: 56.58460 meV
predicted 1/N coefficients: -63.075 (equal strain), -31.537 (relaxed bulk) meV
measured at N=400: -63.050, -31.529 meV
clamped eta=0.005: bulk excess 1.40625 meV per layer
  N, equal-strain w (meV), wrong-reference w (meV)
  8  67.31898  72.94398
  16  67.37205  78.62205
  24  67.37206  84.24706
isolated wall at this strain: 67.37206 meV
wrong-reference growth: 0.70313 meV per added layer
site-centred wall: 64.30330 meV, 2 unstable modes in the two-wall cell
site-centred minus bond-centred: 6.41387 meV
```
